\section*{Activation entropy from a hydrogen desorption prefactor}

\section{The problem}

Hydrogen atoms cover a silicon surface and leave it in pairs, as H$_2$. At fixed temperature the coverage decays by a first-order law with rate constant $k(T)$. A plot of $\ln k$ against $1/T$ has, at $T=800$ K, a tangent described by
\begin{equation}
k=A\,e^{-E_a/k_BT},\qquad A=1.0\times10^{15}\ \mathrm{s^{-1}},\qquad E_a=2.5\ \mathrm{eV}.
\label{arr}
\end{equation}
The same rate constant is to be written in the Eyring form,
\begin{equation}
k=\kappa\,\frac{k_BT}{h}\,e^{\Delta S/k_B}\,e^{-\Delta H/k_BT},
\label{eyr}
\end{equation}
with transmission coefficient $\kappa=1$. What is the activation entropy $\Delta S$ at 800 K?

Here $\Delta S$ is the entropy of the transition state, with motion along the reaction coordinate removed, minus the entropy of the adsorbed state. $\Delta H$ is the corresponding enthalpy difference. Because $k$ is a first-order constant with unit s$^{-1}$, no standard concentration enters the conversion.

\section{A tempting solution}

Equations (\ref{arr}) and (\ref{eyr}) look alike: each is a prefactor times a Boltzmann factor. Matching them factor by factor gives
\begin{equation}
\Delta H=E_a,\qquad A=\frac{k_BT}{h}\,e^{\Delta S/k_B}
\qquad\text{(wrong)}.
\label{wrong}
\end{equation}
At 800 K, $k_BT=0.06894$ eV and $k_BT/h=1.667\times10^{13}\ \mathrm{s^{-1}}$, so that
\begin{equation}
\frac{\Delta S}{k_B}=\ln\frac{1.0\times10^{15}}{1.667\times10^{13}}
=\ln 59.99=4.09
\qquad\text{(wrong)}.
\end{equation}
Put back into (\ref{eyr}), these values reproduce the rate constant at 800 K, which makes the answer look safe.

\section{Where it fails}

One value of $k$ cannot fix two quantities. It fixes the combination $\Delta H-T\Delta S$, and any error in $\Delta H$ can be hidden by an error in $\Delta S$. The second piece of information is the slope, since $E_a$ is defined by
\begin{equation}
E_a=-k_B\frac{d\ln k}{d(1/T)}=k_BT^2\,\frac{d\ln k}{dT},
\label{slope}
\end{equation}
where $d(1/T)=-dT/T^2$ was used. Take the Eyring form with the wrong assignment $\Delta H=E_a$ and with a constant $\Delta S$. Its slope is
\begin{equation}
k_BT^2\frac{d}{dT}\left[\ln\frac{k_BT}{h}+\frac{\Delta S}{k_B}-\frac{E_a}{k_BT}\right]
=k_BT^2\left[\frac1T+\frac{E_a}{k_BT^2}\right]=E_a+k_BT .
\end{equation}
This is 2.569 eV, not the given 2.500 eV. The factor $T$ in $k_BT/h$ contributes to the slope, and the matching in (\ref{wrong}) ignored it.

One might try to rescue (\ref{wrong}) by letting the entropy vary as $\Delta S(T)=k_B\ln(hA/k_BT)$ while $\Delta H=E_a$ stays constant. Then $k$ is right at every temperature, but thermodynamics is violated. At constant pressure and coverage, enthalpy and entropy must obey
\begin{equation}
\frac{d\Delta H}{dT}=T\,\frac{d\Delta S}{dT}.
\label{thermo}
\end{equation}
The left side would be zero and the right side $-k_B$. The assignment therefore fails whether $\Delta S$ is held constant or not.

\section{The right solution}

Define the activation free energy by
\begin{equation}
k=\frac{k_BT}{h}\,e^{-\Delta G/k_BT},\qquad \Delta G=\Delta H-T\Delta S,\qquad \Delta S=-\frac{d\Delta G}{dT}.
\label{G}
\end{equation}
The last relation is what makes $\Delta S$ an entropy, and it is equivalent to (\ref{thermo}). No assumption is made that $\Delta H$ or $\Delta S$ is constant. Take the logarithm and differentiate:
\begin{equation}
\frac{d\ln k}{dT}=\frac1T-\frac1{k_B}\frac{d}{dT}\left(\frac{\Delta G}{T}\right).
\end{equation}
The remaining derivative is
\begin{equation}
\frac{d}{dT}\left(\frac{\Delta G}{T}\right)
=\frac1T\frac{d\Delta G}{dT}-\frac{\Delta G}{T^2}
=-\frac{T\Delta S+\Delta G}{T^2}=-\frac{\Delta H}{T^2}.
\end{equation}
Multiplication by $k_BT^2$ gives
\begin{equation}
E_a=\Delta H+k_BT .
\label{Ea}
\end{equation}
The Arrhenius prefactor is the value of $k\,e^{E_a/k_BT}$. With (\ref{eyr}), $\kappa=1$ and (\ref{Ea}),
\begin{equation}
A=\frac{k_BT}{h}\,e^{\Delta S/k_B}\,e^{-\Delta H/k_BT}\,e^{(\Delta H+k_BT)/k_BT}
=e\,\frac{k_BT}{h}\,e^{\Delta S/k_B}.
\end{equation}
The extra factor $e=2.718$ is the $k_BT$ of (\ref{Ea}) carried into the exponent. Solving for the entropy,
\begin{equation}
\boxed{\;\frac{\Delta S}{k_B}=\ln\frac{hA}{k_BT}-1\;}
\label{main}
\end{equation}
and at 800 K
\begin{equation}
\frac{\Delta S}{k_B}=4.094-1=3.094\approx3.1,
\end{equation}
or 25.7 J/(mol K). The energy $E_a$ is not needed for this number or for $T\Delta S$, but it is needed for $\Delta H$ and $\Delta G$:
\begin{align}
\Delta H&=2.5000-0.0689=2.4311\ \mathrm{eV},\\
T\Delta S&=3.094\times0.06894\ \mathrm{eV}=0.2133\ \mathrm{eV},\\
\Delta G&=2.4311-0.2133=2.2178\ \mathrm{eV}.
\end{align}
The rate constant is $k=0.178\ \mathrm{s^{-1}}$, so the mean residence time $1/k$ is 5.6 s. The extra digits in the energies serve to follow the arithmetic; an activation energy given as 2.5 eV does not support them physically.

The wrong pair, 4.09 with $\Delta H=E_a$, gives the same $k$ at 800 K because its two errors cancel there. Combining the wrong entropy with the right enthalpy would make the rate too large by a factor $e$.

\section{At which temperature?}

Equation (\ref{main}) contains $T$, so the answer needs a temperature label. Two simple cases show how much this matters.

If $A$ and $E_a$ are strictly constant, then $\Delta H=E_a-k_BT$ and $\Delta S=k_B[\ln(hA/k_BT)-1]$. Both sides of (\ref{thermo}) equal $-k_B$, as they should. The entropy falls slowly on heating, from $3.23\,k_B$ at 700 K to $2.98\,k_B$ at 900 K.

If instead $\Delta S$ and $\Delta H$ are constant, the Arrhenius plot is slightly curved, with $E_a=\Delta H+k_BT$ and $A$ proportional to $T$. An unweighted least-squares line through 21 equally spaced temperatures from 700 to 900 K gives a value of $\ln A$ only 0.006 below that of the tangent at 800 K. For such a window, using a fitted line in place of the tangent hardly changes the result.

\section{What the number means}

The reference point is $\Delta S=0$, for which $A=e\,k_BT/h=4.5\times10^{13}\ \mathrm{s^{-1}}$ at 800 K. As long as $\kappa=1$, a larger prefactor means a transition state with more entropy than the adsorbed state; a smaller one means less. Here the excess makes the rate $e^{\Delta S/k_B}=22$ times larger than it would be with $\Delta S=0$ and the same $\Delta H$.

Loosened vibrations can supply such a factor. For a harmonic mode of frequency $\nu$, let $x=h\nu/k_BT$ and count energy from the ground level. The partition function is $q=(1-e^{-x})^{-1}$ and the mean energy is $k_BT\,x/(e^x-1)$. The entropy, $\ln q$ plus mean energy over $k_BT$, is
\begin{equation}
\frac{s}{k_B}=\frac{x}{e^x-1}-\ln(1-e^{-x})\;\longrightarrow\;1+\ln\frac{k_BT}{h\nu}\quad(x\ll1).
\end{equation}
A soft mode therefore carries much entropy, and a stiff mode with $x\gg1$ carries almost none.

As an illustration, give two adsorbed H atoms six modes: two at 2100 and four at 600 cm$^{-1}$. Give the transition state five modes, at 1500, 800, 300, 200 and 100 cm$^{-1}$; the sixth has become the reaction coordinate. These values are chosen to show the size of the effect and are not computed for a real surface. Summing the mode entropies at 800 K gives $4.11\,k_B$ for the adsorbed state and $7.36\,k_B$ for the transition state, hence $\Delta S=3.25\,k_B$.

The rate of this model is $k=(k_BT/h)(Q^\ddagger/Q)\,e^{-E_0/k_BT}$, where $Q^\ddagger$ and $Q$ are the products of the mode partition functions of the two states and $E_0=2.40$ eV separates their ground levels. Its slope, taken by a numerical derivative at 800 K, gives $E_a=2.520$ eV and $A=1.17\times10^{15}\ \mathrm{s^{-1}}$. Equation (\ref{main}) turns this $A$ back into $3.25\,k_B$. An entropy near $3\,k_B$ is thus compatible with a loose transition state, but it does not identify the mechanism: other sets of modes have the same sum. The chosen transition state is very loose. An H$_2$ molecule that moves freely over one dimer cell of Si(100), $3.84\times7.68$ \AA$^2$, and rotates freely has only about $8.6\,k_B$ at 800 K, not much above $7.36\,k_B$. The model also omits the silicon modes, which change between the two states and contribute to $\Delta S$ on a real surface.

\section{When the transmission coefficient is not one}

With $\kappa(T)$ restored, $\ln k$ gains $\ln\kappa$ and $E_a$ gains $k_BT^2\,d\ln\kappa/dT$. Since $\ln A=\ln k+E_a/k_BT$, the entropy becomes
\begin{equation}
\frac{\Delta S}{k_B}=\ln\frac{hA}{k_BT}-1-\ln\kappa-T\frac{d\ln\kappa}{dT}.
\label{kappa}
\end{equation}
A constant $\kappa=0.5$, meaning that half of the crossings return, raises the inferred entropy by $\ln2=0.69$ in units of $k_B$.

Tunnelling acts through both new terms. For a parabolic barrier whose inverted frequency is $\nu$, the transmission probability at energy $E$ from the top is $[1+e^{-2\pi E/h\nu}]^{-1}$. Let $u=h\nu/k_BT$ and $a=u/2\pi$. The thermal average, relative to classical crossing, follows from the substitution $t=e^{-E/(ak_BT)}$:
\begin{equation}
\kappa=\int_{-\infty}^{\infty}\frac{dE}{k_BT}\,\frac{e^{-E/k_BT}}{1+e^{-2\pi E/h\nu}}
=a\int_0^\infty\frac{t^{a-1}}{1+t}\,dt=\frac{\pi a}{\sin\pi a}=\frac{u/2}{\sin(u/2)},
\end{equation}
valid for $u<2\pi$. Since $T\,du/dT=-u$,
\begin{equation}
T\frac{d\ln\kappa}{dT}=-u\left[\frac1u-\frac12\cot\frac u2\right]=\frac u2\cot\frac u2-1 .
\end{equation}
A rough barrier wavenumber of 1000 cm$^{-1}$ gives $u=1.80$, $\kappa=1.149$, $\ln\kappa=0.139$ and $T\,d\ln\kappa/dT=-0.285$. The correction is $-0.139+0.285=+0.147$, within rounding. Tunnelling raises the rate, yet it also raises the inferred entropy, because it lowers the slope and with it the apparent prefactor.

\section{Beside the real surface}

The inputs are rough typical values for H$_2$ leaving the monohydride-covered Si(100) surface, a step that frees growth sites in low-temperature silicon epitaxy from hydrides. One assumption open to doubt there is strict first-order decay. It suits atoms that sit in pairs on surface dimers, but some dimers hold a single atom.

To size this effect, let independent dimers hold zero, one or two atoms with statistical weights $1$, $2z$ and $z^2e^{\varepsilon/k_BT}$, where $z$ is set by the coverage and $\varepsilon$ is the energy gained by pairing. Half coverage means one atom per dimer on average:
\begin{equation}
\frac{2z+2z^2e^{\varepsilon/k_BT}}{1+2z+z^2e^{\varepsilon/k_BT}}=1
\;\Rightarrow\; z^2e^{\varepsilon/k_BT}=1
\;\Rightarrow\; z=e^{-y},\quad y=\frac{\varepsilon}{2k_BT}.
\end{equation}
The fraction of atoms that are paired is then
\begin{equation}
f=\frac{2z^2e^{\varepsilon/k_BT}}{2z+2z^2e^{\varepsilon/k_BT}}=\frac{1}{1+e^{-y}} .
\end{equation}
If only atoms paired on one dimer desorb and pairing stays in equilibrium, the desorption rate divided by the coverage is $k=f\,k_{\rm pair}$. This $k$ varies with coverage, so the decay is not strictly first order, but at a fixed coverage $f$ enters (\ref{kappa}) just as $\kappa$ does. Desorption that takes its two atoms from neighbouring dimers, which also occurs on Si(100), is left out of this estimate. From $d\ln f/dy=1-f$ and $T\,dy/dT=-y$, the entropy of the pair step exceeds (\ref{main}) by $-\ln f+(1-f)y$, in units of $k_B$. With a rough $\varepsilon=0.25$ eV, $y=1.81$ and $f=0.860$, and the increase is $0.41\,k_B$. The pair step would then have $\Delta S\approx3.5\,k_B$ at half coverage. Near full coverage $f\to1$ and the correction vanishes. It grows as the coverage falls, to about $1.3\,k_B$ at one tenth of full coverage in this model. At very low coverage $f$ becomes proportional to coverage, the decay becomes second order, and the first-order conversion no longer applies.

The quality of the data can matter more. A tenfold error in $A$ moves $\Delta S$ by $\ln10=2.30$ in units of $k_B$. If the rate at 800 K is held fixed and $E_a$ is raised by 0.1 eV, $\ln A$ must rise by $0.1/0.06894=1.45$, and $\Delta S/k_B$ rises by the same amount. Lowering $E_a$ by $T\Delta S=0.21$ eV at the same rate brings $\Delta S$ to zero, so even its sign rests on the slope. The value $3.1\,k_B$ follows from the stated prefactor; as a property of a real surface it is no more certain than the measured slope.
